**Diffuse mismatch model for identical crystals: transmission one-half and its false temperature drop**

The diffuse mismatch model assigns transmission t = 1/2 to an imaginary plane inside one crystal, where the true transmission is 1. With S the sum over modes of heat capacity per volume times group speed, the resistance is 4/(tS) between emission temperatures and, in the half-flux estimate, 4(1−t)/(tS) between crystal temperatures extrapolated to the plane. The program asserts the transmission formula from memory loss and detailed balance, and compares it with lattice Green-function transmission across a mass step. A discrete-ordinates transport solver asserts the added resistance of one or more planes in ballistic and diffusive slabs, including a plane with t = 0.25. In a thick slab with a single mean free path, one half-transmitting plane adds 4.261/S, against the kinetic prediction 6h/S = 4.263/S, where h is the Hopf constant. For round parameters in the regime of a gallium nitride transistor, the output shows a step of 24 K from 8/S and 12 K from 4/S, where the correct step is zero. It also shows that a spread of mean free paths roughly doubles the 12 K, while optical branches, linear dispersion or lateral heat spreading lower it.

## Numerical check

```python
"""
Result under test: the diffuse mismatch model (DMM) gives transmission 1/2 to an
imaginary plane inside one crystal, although the true transmission is 1.
With S = sum over modes of (heat capacity per volume) * (group speed):
  resistance between emission temperatures       = 4 / (t S)
  resistance between extrapolated temperatures   = 4 (1 - t) / (t S)
where t is the transmission. For t = 1/2 the second is 4/S; the kinetic boundary
layer in a thick gray crystal changes it to 6 h / S, h = Hopf constant.
Gray means one mean free path for all phonons.
"""
import numpy as np
import sympy as sp
from scipy.constants import hbar, k as kB, e as charge
from scipy.integrate import quad


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (b + a), 0.5 * (b - a) * w


# ---------- DMM transmission from memory loss and detailed balance ----------
M1, M2, t12, t21 = sp.symbols("M1 M2 t12 t21", positive=True)
solution = sp.solve([t12 - (1 - t21), M1 * t12 - M2 * t21], [t12, t21], dict=True)[0]
assert sp.simplify(solution[t12] - M2 / (M1 + M2)) == 0
dmm_identical = float(sp.simplify(solution[t12].subs(M2, M1)))
assert dmm_identical == 0.5

# ---------- true wave transmission: scalar cubic lattice with a mass step ----------
# Unit spring constant, lattice spacing and left mass; omega2 = squared frequency.
omega2 = 2.9
n_par = 120
k_par = -np.pi + 2 * np.pi * (np.arange(n_par) + 0.5) / n_par
ky, kz = np.meshgrid(k_par, k_par, indexing="ij")
transverse = (4 - 2 * np.cos(ky) - 2 * np.cos(kz)).ravel()


def lead(mass):
    """Outgoing Bloch factor and open-channel mask of a half-infinite lattice."""
    c = (2 + transverse - mass * omega2) / 2
    is_open = np.abs(c) < 1
    root = np.sqrt(np.abs(1 - c**2))
    return np.where(is_open, c + 1j * root, c - np.sign(c) * root), is_open


def lattice_transmission(mass_right):
    """Mean true transmission of left modes, and the DMM value."""
    bloch_l, open_l = lead(1.0)
    bloch_r, open_r = lead(mass_right)
    sites = 6
    matrix = np.zeros((transverse.size, sites, sites), complex)
    for i in range(sites):
        mass = 1.0 if i < sites // 2 else mass_right
        matrix[:, i, i] = mass * omega2 - 2 - transverse
        if i:
            matrix[:, i, i - 1] = matrix[:, i - 1, i] = 1
    matrix[:, 0, 0] += bloch_l
    matrix[:, -1, -1] += bloch_r
    green = np.linalg.inv(matrix)
    trans = 4 * bloch_l.imag * bloch_r.imag * np.abs(green[:, 0, -1])**2
    n_l, n_r = open_l.sum(), open_r.sum()
    return trans.sum() / n_l, n_r / (n_l + n_r)


mass_ratios = [1.0, 1.05, 1.5]
lattice = [lattice_transmission(m) for m in mass_ratios]
assert abs(lattice[0][0] - 1) < 1e-8 and abs(lattice[0][1] - 0.5) < 1e-12
assert lattice[1][0] > 0.95 and abs(lattice[1][1] - 0.5) < 0.05
assert lattice[2][0] < lattice[1][0]

# Open-channel count against the one-way flux integral over the 3D zone.
omega0, half_window = np.sqrt(omega2), 0.03
flux_modes = 0.0
for kx in k_par[k_par > 0]:
    omega = np.sqrt(2 - 2 * np.cos(kx) + transverse)
    chosen = np.abs(omega - omega0) < half_window
    flux_modes += np.sum(np.sin(kx) / omega[chosen])
flux_modes *= 2 * np.pi / (2 * half_window * n_par**3)
counted_modes = lead(1.0)[1].mean()
assert abs(flux_modes / counted_modes - 1) < 0.03  # finite zone grid and window


# ---------- phonon transport through a slab with scattering planes ----------
def slab_resistance(length, cells, mfp, weight, planes=(), trans=0.5):
    """Resistance times S of a slab between black contacts.

    mfp, weight: mean free path and share of S for each phonon group.
    planes: cell indices whose left face is a diffuse plane of transmission trans.
    Each group scatters within itself at a plane. In a symmetric slab with a
    central half-transmitting plane this equals full mixing of the groups.
    """
    mfp, weight = np.asarray(mfp, float), np.asarray(weight, float)
    groups = mfp.size
    mu, w_mu = gauss(12, 0, 1)
    att = np.exp(-(length / cells) / (mfp[:, None] * mu))
    flux_w = 0.5 * weight[:, None] * mu * w_mu
    size = cells + 2 * groups * len(planes)
    index = np.arange(groups)
    position = {c: p for p, c in enumerate(planes)}
    system = np.zeros((size, size + 1))  # last column: hot contact at unit temperature
    arrive_l, arrive_r = {}, {}

    def cross_cell(g, i):
        new = g * att[:, :, None]
        new[:, :, i] += 1 - att
        system[i] += np.tensordot(flux_w, g - new, axes=2)
        return new

    def emitted(first_column):
        g = np.zeros((groups, mu.size, size + 1))
        g[index, :, first_column + index] = 1
        return g

    def arriving(g):
        return np.einsum("a,gac->gc", 2 * mu * w_mu, g)

    g = np.zeros((groups, mu.size, size + 1))
    g[:, :, -1] = 1
    for i in range(cells):
        if i in position:
            p = position[i]
            arrive_l[p] = arriving(g)
            g = emitted(cells + 2 * groups * p + groups)
        g = cross_cell(g, i)
    flux_row = np.tensordot(flux_w, g, axes=2)
    g = np.zeros((groups, mu.size, size + 1))
    for i in reversed(range(cells)):
        g = cross_cell(g, i)
        if i in position:
            p = position[i]
            arrive_r[p] = arriving(g)
            g = emitted(cells + 2 * groups * p)
    for p in range(len(planes)):
        left = cells + 2 * groups * p + index
        right = left + groups
        system[left] = -(1 - trans) * arrive_l[p] - trans * arrive_r[p]
        system[right] = -trans * arrive_l[p] - (1 - trans) * arrive_r[p]
        system[left, left] += 1
        system[right, right] += 1
    unknown = np.linalg.solve(system[:, :-1], -system[:, -1])
    return 1 / (flux_row[:-1] @ unknown + flux_row[-1])


hopf = 6 / np.pi**2 + quad(
    lambda x: 3 / x**2 - 1 / (1 - x / np.tan(x)), 0, np.pi / 2)[0] / np.pi

# Ballistic slab: emission temperatures are those of the contacts.
thin = 1e-4
thin_none = slab_resistance(thin, 8, [1], [1])
thin_one = slab_resistance(thin, 8, [1], [1], (4,))
thin_three = slab_resistance(thin, 8, [1], [1], (2, 4, 6))
thin_quarter = slab_resistance(thin, 8, [1], [1], (4,), 0.25)
assert abs(thin_none - 4) < 0.01
assert abs(thin_one - 4 / 0.5) < 0.01
assert abs(thin_three - 4 * (3 + 1)) < 0.02
assert abs(thin_quarter - 4 / 0.25) < 0.02

# Diffusive slab, 12 mean free paths thick; tolerances cover the cell size.
thick_none = slab_resistance(12, 240, [1], [1])
thick_added = slab_resistance(12, 240, [1], [1], (120,)) - thick_none
quarter_added = slab_resistance(12, 240, [1], [1], (120,), 0.25) - thick_none
assert abs(thick_none - (3 * 12 + 6 * hopf)) < 0.06
assert abs(thick_added - 6 * hopf) < 0.02
assert abs(quarter_added - (4 * (1 - 2 * 0.25) / 0.25 + 6 * hopf)) < 0.03
assert abs(thick_added / 4 - 1) < 0.08  # simple half-flux argument
assert abs(quarter_added / 12 - 1) < 0.04
two_added = (slab_resistance(18, 360, [1], [1], (120, 240))
             - slab_resistance(18, 360, [1], [1]))
assert abs(two_added - 2 * thick_added) < 0.04

# ---------- worked example: round parameters of a wide-gap device crystal ----------
speeds, degeneracy = np.array([8000.0, 4000.0]), np.array([1, 2])
cell_density = 4.4e28
temperature = 400.0
kappa = 150.0
line_power = 5.0e3      # W/m, equal to 5 W/mm
hot_width = 0.5e-6
layer = 1.0e-6
k_debye = (6 * np.pi**2 * cell_density)**(1 / 3)


def phonon_groups(n, temp, linear=False):
    """Frequency, group speed and heat capacity for each branch and wave number."""
    k, w = gauss(n, 0, k_debye)
    phase = np.pi * k / (2 * k_debye)
    if linear:
        omega = speeds[:, None] * k
        v = speeds[:, None] * np.ones_like(k)
    else:
        omega = speeds[:, None] * 2 * k_debye / np.pi * np.sin(phase)
        v = speeds[:, None] * np.cos(phase)
    x = hbar * omega / (kB * temp)
    heat = degeneracy[:, None] * w * k**2 / (2 * np.pi**2) * kB * (x / 2 / np.sinh(x / 2))**2
    return omega.ravel(), v.ravel(), heat.ravel()


def total_S(temp, linear=False):
    _, v, heat = phonon_groups(200, temp, linear)
    return np.sum(v * heat)


def emitted_flux(temp):
    """One-way heat flux by direct summation over direction and wave number."""
    k, wk = gauss(120, 0, k_debye)
    mu, wmu = gauss(8, 0, 1)
    total = 0.0
    for speed, g in zip(speeds, degeneracy):
        omega = speed * 2 * k_debye / np.pi * np.sin(np.pi * k / (2 * k_debye))
        v = speed * np.cos(np.pi * k / (2 * k_debye))
        energy = hbar * omega / np.expm1(hbar * omega / (kB * temp))
        integrand = (k**2 * v * energy)[:, None] * mu
        total += g * wk @ integrand @ wmu / (2 * np.pi)**2
    return total


S = total_S(temperature)
slope = (emitted_flux(temperature + 0.5) - emitted_flux(temperature - 0.5)) / 1.0
assert abs(slope / (S / 4) - 1) < 1e-4

flux = line_power / hot_width
r_emission, r_spurious, r_kinetic = 8 / S, 4 / S, 6 * hopf / S
mean_path = 3 * kappa / S
extra_thickness = kappa * r_spurious
assert abs(extra_thickness / (4 * mean_path / 3) - 1) < 1e-12
bulk_drop = flux * layer / kappa

# Neglected effect: spread of mean free paths, scattering rate = rate_const * omega^2.
omega_g, v_g, heat_g = phonon_groups(10, temperature)
rate_const = np.sum(heat_g * v_g**2 / omega_g**2) / (3 * kappa)
path_g = v_g / (rate_const * omega_g**2)
share_g = heat_g * v_g / np.sum(heat_g * v_g)


def added_by_plane(cells, paths, shares):
    return (slab_resistance(layer, cells, paths, shares, (cells // 2,))
            - slab_resistance(layer, cells, paths, shares))


spread_coarse = added_by_plane(100, path_g, share_g)
spread_added = added_by_plane(200, path_g, share_g)
gray_added = added_by_plane(200, [mean_path], [1])
assert abs(spread_coarse / spread_added - 1) < 0.03
assert spread_added > 4 and 4 < gray_added < 6 * hopf + 0.02

# Neglected effects: optical branches, linear dispersion, hotter device, spreading.
optical_energy, optical_speed = 0.070, 1000.0
x_opt = optical_energy * charge / (kB * temperature)
S_optical = 3 * cell_density * kB * (x_opt / 2 / np.sinh(x_opt / 2))**2 * optical_speed
S_linear = total_S(temperature, linear=True)
S_hot = total_S(500.0)
depth = 100e-9
spreading = 2 / np.pi * np.arctan(hot_width / (2 * depth))
x_strip, w_strip = gauss(80, -hot_width / 2, hot_width / 2)
direct_spreading = np.sum(w_strip * depth / (np.pi * (x_strip**2 + depth**2)))
assert abs(direct_spreading - spreading) < 1e-8

GW = 1e9
print(f"DMM transmission, identical crystals: {dmm_identical:.3f}")
print(f"Lattice: squared frequency {omega2:.2f} (spring/left mass)")
for ratio, (true_t, dmm_t) in zip(mass_ratios, lattice):
    print(f"Mass ratio {ratio:.2f}: true mean t {true_t:.4f}, DMM t {dmm_t:.4f}")
print(f"Modes per site: counted {counted_modes:.4f}, flux sum {flux_modes:.4f}")
print(f"Hopf constant h: {hopf:.5f}; 6h = {6 * hopf:.4f}")
print("Slab resistances times S (dimensionless):")
print(f"  ballistic, no plane: {thin_none:.3f}")
print(f"  ballistic, one DMM plane: {thin_one:.3f}")
print(f"  ballistic, three DMM planes: {thin_three:.3f}")
print(f"  ballistic, one plane with t=0.25: {thin_quarter:.3f}")
print(f"  thick (12 paths), no plane: {thick_none:.3f}")
print(f"  thick, added by one DMM plane: {thick_added:.3f}")
print(f"  thick, added by plane with t=0.25: {quarter_added:.3f}")
print(f"  thick (18 paths), added by two DMM planes: {two_added:.3f}")
print("Example inputs:")
print(f"  sound speeds: {speeds[0]:.0f} and {speeds[1]:.0f} m/s")
print(f"  cell density: {cell_density:.2e} 1/m^3")
print(f"  temperature: {temperature:.0f} K")
print(f"  thermal conductivity: {kappa:.0f} W/(m K)")
print(f"  line power: {line_power / 1e3:.1f} W/mm")
print(f"  hot-spot width: {hot_width * 1e6:.2f} um")
print("Example results:")
print(f"  zone radius: {k_debye * 1e-9:.3f} 1/nm")
print(f"  S: {S / GW:.3f} GW/(m^2 K)")
print(f"  S/4: {S / 4 / GW:.3f} GW/(m^2 K)")
print(f"  emitted-flux slope: {slope / GW:.3f} GW/(m^2 K)")
print(f"  heat flux: {flux * 1e-9:.2f} mW/um^2")
print(f"  gray mean free path: {mean_path * 1e9:.1f} nm")
print(f"  R, DMM emission temperatures (8/S): {r_emission * GW:.3f} m^2 K/GW")
print(f"  R, extrapolated temperatures (4/S): {r_spurious * GW:.3f} m^2 K/GW")
print(f"  R, gray kinetic value (6h/S): {r_kinetic * GW:.3f} m^2 K/GW")
print(f"  drop from 8/S: {flux * r_emission:.2f} K")
print(f"  drop from 4/S: {flux * r_spurious:.2f} K")
print(f"  drop from 6h/S: {flux * r_kinetic:.2f} K")
print(f"  equivalent crystal thickness for 4/S: {extra_thickness * 1e9:.1f} nm")
print(f"  ordinary drop across {layer * 1e6:.1f} um: {bulk_drop:.1f} K")
print("Neglected effects:")
print(f"  added R*S in 1 um slab, one path: {gray_added:.3f}")
print(f"  added R*S in 1 um slab, spread paths: {spread_added:.3f}")
print(f"  drop with spread paths: {flux * spread_added / S:.2f} K")
print(f"  optical: {optical_energy * 1e3:.0f} meV, {optical_speed:.0f} m/s assumed")
print(f"  4/S drop with optical branches: {4 * flux / (S + S_optical):.2f} K")
print(f"  4/S drop with linear dispersion: {4 * flux / S_linear:.2f} K")
print(f"  4/S drop at 500 K: {4 * flux / S_hot:.2f} K")
print(f"  flux fraction at {depth * 1e9:.0f} nm depth (Fourier): {spreading:.3f}")
print(f"  4/S drop with this spreading: {flux * spreading * r_spurious:.2f} K")
print("every check passed")
```

Printed output:

```
DMM transmission, identical crystals: 0.500
Lattice: squared frequency 2.90 (spring/left mass)
Mass ratio 1.00: true mean t 1.0000, DMM t 0.5000
Mass ratio 1.05: true mean t 0.9882, DMM t 0.5155
Mass ratio 1.50: true mean t 0.6973, DMM t 0.6541
Modes per site: counted 0.2947, flux sum 0.2950
Hopf constant h: 0.71045; 6h = 4.2627
Slab resistances times S (dimensionless):
  ballistic, no plane: 4.000
  ballistic, one DMM plane: 8.000
  ballistic, three DMM planes: 16.000
  ballistic, one plane with t=0.25: 16.000
  thick (12 paths), no plane: 40.239
  thick, added by one DMM plane: 4.261
  thick, added by plane with t=0.25: 12.261
  thick (18 paths), added by two DMM planes: 8.523
Example inputs:
  sound speeds: 8000 and 4000 m/s
  cell density: 4.40e+28 1/m^3
  temperature: 400 K
  thermal conductivity: 150 W/(m K)
  line power: 5.0 W/mm
  hot-spot width: 0.50 um
Example results:
  zone radius: 13.761 1/nm
  S: 3.315 GW/(m^2 K)
  S/4: 0.829 GW/(m^2 K)
  emitted-flux slope: 0.829 GW/(m^2 K)
  heat flux: 10.00 mW/um^2
  gray mean free path: 135.8 nm
  R, DMM emission temperatures (8/S): 2.413 m^2 K/GW
  R, extrapolated temperatures (4/S): 1.207 m^2 K/GW
  R, gray kinetic value (6h/S): 1.286 m^2 K/GW
  drop from 8/S: 24.13 K
  drop from 4/S: 12.07 K
  drop from 6h/S: 12.86 K
  equivalent crystal thickness for 4/S: 181.0 nm
  ordinary drop across 1.0 um: 66.7 K
Neglected effects:
  added R*S in 1 um slab, one path: 4.260
  added R*S in 1 um slab, spread paths: 8.109
  drop with spread paths: 24.46 K
  optical: 70 meV, 1000 m/s assumed
  4/S drop with optical branches: 8.66 K
  4/S drop with linear dispersion: 4.69 K
  4/S drop at 500 K: 11.82 K
  flux fraction at 100 nm depth (Fourier): 0.758
  4/S drop with this spreading: 9.14 K
every check passed
```
